Why heavy rare-earth ordering temperatures follow the de Gennes factor

The choice of angular momentum

Suppose a total-energy calculation has given exchange couplings for a heavy rare-earth metal, and an ordering temperature is wanted. One has to decide which angular momentum enters the thermal formula: the spin S, the total J, or the magnetic moment. For Tm the candidates S(S+1) = 2, J(J+1) = 42 and g²J(J+1) ≈ 57 differ widely, and none of them is right. With couplings defined between spins, the factor is

G = (g−1)² J(J+1),

the de Gennes factor. The same factor decides how an ordering temperature found for one element may be carried over to its neighbours when the couplings between spins stay the same.

From Gd to Tm, G falls by a factor of 13.5. The measured ordering temperatures fall in the same sequence, but more slowly, from roughly 290 K to roughly 60 K. The order of the elements is therefore consistent with G. It does not single G out: S(S+1) falls in the same order, by a factor of 7.9, closer to the measured drop. The case for G rests on the derivation, and strict proportionality belongs to a model with definite assumptions. Both the proportionality and its limits are derived below.

Angular momenta are in units of ħ, the spin g-factor is taken as 2, energies are in meV and temperatures in K.

What the exchange couples

The 4f shells of neighbouring ions hardly overlap, so they interact through the conduction electrons. Exchange between a 4f shell and a conduction electron depends on the relative orientation of their spins. In its simplest isotropic form the energy is −A s·S, with s the conduction-electron spin density at the ion, S the total 4f spin and A a constant. The 4f spin thus acts on the conduction spins as a field A S. If P_ij is their static linear response between sites i and j, the energy gained by polarizing them is quadratic in the fields:

H = −(1/2) Σ_ij A² P_ij S_i·S_j.

The terms i = j are constants, since S_i² = S(S+1). The rest is

H = −(1/2) Σ_{i≠j} I_ij S_i·S_j,  I_ij = A² P_ij.

The factor 1/2 compensates for counting each pair twice, so one pair contributes −I_ij S_i·S_j, and positive I_ij favours parallel spins. Two assumptions enter. Orbital contributions to the exchange are neglected, and I_ij is the same for all six elements, which is plausible because the ions are all trivalent and have similar conduction bands. The orbital moment does not appear in H, however large it is.

The ground multiplet

Let the ion have k = n−7 electrons beyond the half-filled 4f shell, from k = 0 for Gd (4f⁷) to k = 5 for Tm (4f¹²). Hund's rules fill all seven spin-up orbitals and then k spin-down orbitals, starting from the highest m. Hence

S = (7−k)/2,
L = 3 + 2 + … (k terms) = k(7−k)/2 = kS.

Spin-orbit coupling ζ Σ l·s acts within this term as λ L·S. The constant λ follows from the expectation value in the determinant just described, where M_L = L and M_S = S. The spin-up electrons contribute nothing, because their m values sum to zero; the spin-down electrons contribute −ζL/2. In the same state λ L·S has the value λLS. Therefore

λ = −ζ/(2S).

Since L·S = [J(J+1) − L(L+1) − S(S+1)]/2 and λ is negative, the largest J lies lowest:

J = L + S = (k+1)S.

The next multiplet of this term, J−1, lies higher by

Δ = (λ/2)[(J−1)J − J(J+1)] = −λJ = |λ|J.

With ζ = 250 meV, a round model value, Δ runs from 250 meV for Tb to 750 meV for Tm. In real Tm a J = 4 level of another term lies below the J−1 multiplet, but still several hundred meV up. Thermal energies near ordering are at most about 25 meV, so only the ground multiplet is populated appreciably.

Projecting S on J

Inside the ground multiplet S can be replaced by a multiple of J. To see this, let 𝒫 project on the multiplet and define

W = 𝒫S𝒫 − cJ,

with c chosen so that W_z has zero expectation value in the top state |J,J⟩. Because 𝒫 commutes with J, W is a vector operator: it has the same commutators with J as J itself.

First, W annihilates the top state. W_z conserves M, and the multiplet has a single state with M = J, so W_z|J,J⟩ is its expectation value times |J,J⟩, which is zero. W_+|J,J⟩ would have M = J+1, which does not exist in the multiplet. W_−|J,J⟩ must be a multiple of J_−|J,J⟩, and its overlap with that state is

⟨J_+W_−⟩ = ⟨[J_+,W_−]⟩ + ⟨W_−J_+⟩ = 2⟨W_z⟩ + 0 = 0.

Second, if all components of W annihilate a state ψ, they also annihilate J_−ψ, because

W_b J_−ψ = J_−W_bψ − [J_−,W_b]ψ,

and the commutator is again a combination of components of W. Repeated lowering reaches the whole multiplet, so W = 0 and 𝒫S𝒫 = cJ.

The top state is the Hund determinant, with S_z = S and J_z = J. This fixes

c = S/J = 1/(k+1).

The magnetic moment is proportional to L + 2S = J + S, which is (1+c)J in the multiplet. By definition this equals gJ, so c = g−1. The Landé formula agrees: with L = J−S,

g−1 = [J(J+1) + S(S+1) − L(L+1)]/[2J(J+1)]
 = 2S(J+1)/[2J(J+1)] = S/J.

The projection factor is thus 1, 1/2, 1/3, 1/4, 1/5, 1/6 from Gd to Tm. It shrinks because a growing share of J is orbital. All matrix elements of S, computed from many-electron determinants, were tested against (g−1)J for the six ions.

An exchange bond contains one spin from each ion, hence two projection factors:

−I_ij S_i·S_j → −I_ij (g−1)² J_i·J_j.

This holds to first order in I_ij; the corrections to the energies scale as I_ij²/Δ, with a prefactor that is near 1 for Tm and near 17 for Tb. For two Tm ions with I = 0.1 meV it can be checked against a diagonalization in the full space of L and S. With F the total angular momentum of the pair, J₁·J₂ = [F(F+1) − 2J(J+1)]/2. Between F = 0 and F = 12 this changes by 12·13/2 = 78, so the predicted level spread is 0.1·78/36 = 0.2167 meV. The full calculation gives 0.21666 meV, and no level deviates from the projected form by more than about 1.5·10⁻⁵ meV.

The ordering temperature

In mean-field theory each spin sees the average of the others,

h_i = Σ_j I_ij ⟨S_j⟩,

through the energy −h_i·S_i = −c h_i·J_i. For a weak field along z, expanding the Boltzmann factors exp(cMh/k_BT) to first order gives

⟨J_z⟩ = (c h/k_BT) ⟨M²⟩₀ = c h J(J+1)/(3k_BT).

The average of M² over the multiplet is J(J+1)/3, because the three components share J² equally. Multiplying by c once more to return to the spin,

⟨S_z⟩ = χh,  χ = c²J(J+1)/(3k_BT) = G/(3k_BT).

One factor c measures how strongly the exchange field grips the ion, the other how much spin the aligned ion hands back.

Suppose that the neighbour sum I(q) below is real and the same for every site. This holds on a Bravais lattice and, in an hcp metal, for q along the hexagonal axis. (For other q in hcp, the larger eigenvalue of a 2×2 matrix for the two sites of the cell takes the place of I(q); the factor G is unchanged.) Insert a wave ⟨S_i⟩ ∝ exp(iq·R_i) into ⟨S_i⟩ = χh_i. The sum over neighbours yields I(q) = Σ_j I_ij exp[iq·(R_j−R_i)], and a non-zero amplitude requires 1 = χI(q). On cooling, χ grows, and the condition is met first at the wavevector Q where I(q) is largest:

k_BT_N = I(Q) G/3.

For Q = 0 this is the Curie temperature of a ferromagnet; otherwise the order is modulated. The dependence on G is the same.

Since c = S/J, the factor can also be written

G = S²(J+1)/J = S²(1 + 1/J).

This form answers the opening question for electronic-structure work. If the couplings are defined between unit vectors, with the energy written as −(1/2)Σ j_ij n_i·n_j for fully polarized 4f spins of length S, then j_ij = I_ij S², and

k_BT_N = j(Q)(1 + 1/J)/3.

The quantum factor is (J+1)/J, not (S+1)/S. For Tm these are 7/6 and 2, so the wrong choice raises the mean-field temperature by a factor of 12/7 ≈ 1.7. For Gd, where J = S, they coincide.

Numbers for the series

Take a layered model in which the moments are parallel within a layer. The summed coupling of an ion is 3 meV to its own layer, 1 meV to each adjacent layer and −0.5 meV to each second layer. These are round parameters, not a fit to the metals. For a turn φ per layer,

I(φ) = 3 + 2cos φ − cos 2φ (in meV).

The derivative, −2 sin φ + 2 sin 2φ = 2 sin φ (2cos φ − 1), vanishes at cos φ = 1/2. There φ = 60° and I(Q) = 3 + 1 + 0.5 = 4.5 meV, above the ferromagnetic value of 4.0 meV. For Gd this gives

k_BT_N = 4.5 · 15.75/3 = 23.6 meV, or 274 K.

The same couplings give for the series:

Gd: J = 7/2, G = 15.75, T_N = 274 K
Tb: J = 6, G = 10.50, T_N = 183 K
Dy: J = 15/2, G = 7.08, T_N = 123 K
Ho: J = 8, G = 4.50, T_N = 78 K
Er: J = 15/2, G = 2.55, T_N = 44 K
Tm: J = 6, G = 1.17, T_N = 20 K

From Gd to Tm, J(J+1) rises from 15.75 to 42, a factor of 2.67, while (g−1)² falls by a factor of 36. The quotient 36/2.67 gives the drop of 13.5. The squared moment g²J(J+1) behaves quite differently: it is 63 for Gd, peaks at 113 for Dy and is still 57 for Tm. An interaction between moments with a common strength would put the highest temperature at Dy and leave Tm close to Gd. The observed sequence excludes that picture and supports coupling through the spin, though it cannot by itself decide between G and S(S+1).

The linear condition was tested against the nonlinear mean-field equations on a ring of 12 layers, started from random moments. For each ion the order survives at 0.97 T_N, with its strongest component at 60° per layer, and dies out at 1.03 T_N.

Gd metal is in fact a ferromagnet, so this common Q cannot describe the whole series in detail. Replacing 4.5 meV by 4.0 meV would lower a mean-field temperature by 11 %, a reminder that I(Q) matters as much as G.

How good is a single multiplet?

An exchange field also mixes some of the J−1 multiplet into the ground state. For an energy −hS_z, second-order perturbation theory adds to the spin response of a state |J,M⟩ the term 2Σ|⟨J−1,M|S_z|J,M⟩|²/Δ. No other multiplet contributes: a vector operator changes J by at most one, and J+1 is absent from the term. The average over M follows from a sum rule. The total S(S+1) of S² splits into a part that stays in the ground multiplet, c²J(J+1) = G, and a part that leaves it. Each of the three components carries one third of the latter, so

χ = G/(3k_BT) + 2[S(S+1) − G]/(3Δ).

Inserting this in I(Q)χ = 1 and solving for the temperature gives

k_BT_N = [I(Q)G/3]/(1 − ε),  ε = 2I(Q)[S(S+1) − G]/(3Δ).

For Tb, ε = 2 · 4.5 · (12 − 10.5)/(3 · 250) = 0.018, and T_N rises by 1.8 %, from 183 K to 186 K. For Tm the rise is 0.3 %. Gd has L = 0 and no such correction. The formula was tested against the response of the full term with spin-orbit coupling. Within a pure LS term the projection on J is therefore accurate to about 2 % for these parameters, and this mixing cannot explain why the measured temperatures fall so slowly. In real ions spin-orbit coupling also mixes other terms into the ground multiplet. S still projects as cJ, but c falls below S/J, and with typical free-ion parameters G drops by roughly 2 to 7 %, most for Dy and Ho. This does not flatten the series either.

Anisotropy does not scale with G

The crystal field acts on the orbital charge cloud of the ion and needs no neighbour's spin. Its simplest axial form is D J_z². With D < 0 the moments prefer the axis, with D > 0 the plane across it.

For moments along the axis, J_z commutes with this term, and the response is c²⟨J_z²⟩/(k_BT). The ordering condition becomes

k_BT_N = I(Q)c²⟨J_z²⟩.

Write X = J(J+1). To first order in D,

⟨J_z²⟩ = X/3 − (D/k_BT)(⟨M⁴⟩₀ − ⟨M²⟩₀²).

With ⟨M⁴⟩₀ = X(3X−1)/15, the bracket is

X(3X−1)/15 − X²/9 = X(4X−3)/45.

Let T₀ be the ordering temperature without anisotropy, so that k_BT₀ = I(Q)c²X/3, or I(Q)c²X/(k_BT₀) = 3. The shift is then

k_B(T_N − T₀) = −3D(4X−3)/45 = −D(4X−3)/15.

For moments in the plane no new calculation is needed. The sum D(J_x² + J_y² + J_z²) is a constant and changes no response. To first order, the effects of J_x² and J_y² on the z response must therefore cancel that of J_z². They are equal by symmetry, so each is −1/2 of it. Renaming the axes, the effect of J_z² on the x response is also −1/2 of its effect on the z response:

k_B(T_N − T₀) = +D(4X−3)/30.

Order sets in for the direction with the higher temperature. To first order, then, either sign of D raises T_N. Both slopes were tested numerically for Tb to Tm.

Neither shift contains the exchange. Tb and Tm both have J = 6 and 4X−3 = 165, so for D = −0.05 meV both shifts are 0.05 · 165/15 = 0.55 meV, or 6.4 K. For Tb that is a small part of 183 K; for Tm it is almost a third of 20 K. Solving the ordering condition without expansion gives

Tb: 189 K along the axis, a rise of 3.4 %
Tm: 25.7 K along the axis, a rise of 26 %

The rises are somewhat smaller than the first-order value, most visibly for Tm, where the anisotropy is larger relative to k_BT. For D = +0.05 meV and in-plane order they are 1.7 % and 12 %. With an isotropic Gd ion, the ratio of the Gd and Tm temperatures drops from 13.5 to 10.7 for the axial case. In this model anisotropy thus flattens the series in the observed direction. The value 0.05 meV is only illustrative: in the metals D changes sign along the series, planar for Tb to Ho and axial for Er and Tm, and for Tb and Tm it is several times larger. Nor does this term suffice everywhere: for Ho the largest in-plane gain it can give here is about 1.4, while the measured ratio to Gd would need about 1.6.

Strong anisotropy

For D < 0 and |D| much larger than k_BT, only M = ±J remain populated, ⟨J_z²⟩ tends to J², and

k_BT_N → I(Q)c²J² = I(Q)S².

Since ⟨J_z²⟩ cannot exceed J², this is the most that axial anisotropy can give in mean field at fixed I(Q). The gain over the isotropic result is 3J/(J+1), or 18/7 ≈ 2.6 for Tm. The Gd to Tm ratio would then be (15.75/3)/1 = 5.25. This lies near the rough measured ratio of 5, but the agreement is no proof of the mechanism: real crystal fields have further terms, I(Q) may vary along the series, and fluctuations are missing here.

For large positive D and integer J the first-order rule fails altogether. The ground state is the single level M = 0, which has no moment. The field mixes in M = ±1, each at energy D and with squared matrix element X/4 of J_x, so the spin response at low temperature saturates at

χ = c² · 2 · 2 · (X/4)/D = G/D.

If I(Q)G/D < 1, this ground state has no instability towards in-plane order. For Tm in the present model the limit is D = 4.5 · 1.167 ≈ 5.3 meV, a hundred times the value used above.

For half-integer J the lowest level is the pair M = ±1/2. Within it J_x has the eigenvalues ±(J+1/2)/2, so in-plane order survives, but for very large D

k_BT_N → I(Q)c²(J+1/2)²/4.

For Dy and Er, both with J = 15/2, this is about 0.75 of the isotropic value. In this limit the first-order rule that either sign of D raises T_N fails here too. The limit is a formal one, however. At D = 10 meV the model still gives an in-plane T_N above the isotropic value, by 32 % for Dy and 4 % for Er, although the levels M = ±1/2 and M = ±15/2 are then already 56D = 560 meV apart. That is comparable with the gap to the next multiplet, so a description by a single multiplet is no longer safe.

What to do in practice

First establish what the couplings multiply. Couplings between spins S require G; couplings between unit vectors for fully polarized spins require 1 + 1/J; couplings already defined between total angular momenta J contain (g−1)² and require J(J+1). Applying the projection twice would reduce the Tm temperature by a further factor of 36.

To carry a result from one element to another, keep I(Q) and scale with G as a first estimate. Then compare |D|(4X−3)/15 with k_BT₀. If the ratio is a few per cent, as for Tb here, this anisotropy changes the scaled temperature only slightly. If it is tens of per cent, as for Tm, solve the ordering condition with the crystal field included. Where the lattice or the conduction bands change noticeably, recompute I(Q) itself.

The absolute temperatures remain mean-field values. Correlated fluctuations between neighbouring spins are left out, so a discrepancy with experiment should not be assigned to the couplings alone. The numerical output below lists L, S, J, g, G and the isotropic T_N for all six ions.

Calculated quantities

```
couplings: in layer 3.0, next 1.0, second -0.5 meV
I(q=0) = 4.000 meV, I(Q) = 4.500 meV
Q: turn per layer = 60.00 degrees
largest error of S = (g-1)J: 4.4e-15
Gd: 4f^7, L = 0, S = 3.5, J = 3.5
Tb: 4f^8, L = 3, S = 3.0, J = 6.0
Dy: 4f^9, L = 5, S = 2.5, J = 7.5
Ho: 4f^10, L = 6, S = 2.0, J = 8.0
Er: 4f^11, L = 6, S = 1.5, J = 7.5
Tm: 4f^12, L = 5, S = 1.0, J = 6.0
Gd: g = 2.0000, g-1 = 1.0000, G = 15.7500, g^2J(J+1) = 63.00
Tb: g = 1.5000, g-1 = 0.5000, G = 10.5000, g^2J(J+1) = 94.50
Dy: g = 1.3333, g-1 = 0.3333, G = 7.0833, g^2J(J+1) = 113.33
Ho: g = 1.2500, g-1 = 0.2500, G = 4.5000, g^2J(J+1) = 112.50
Er: g = 1.2000, g-1 = 0.2000, G = 2.5500, g^2J(J+1) = 91.80
Tm: g = 1.1667, g-1 = 0.1667, G = 1.1667, g^2J(J+1) = 57.17
Gd: G/G(Gd) = 1.0000, T_N = 274.2 K
Tb: G/G(Gd) = 0.6667, T_N = 182.8 K
Dy: G/G(Gd) = 0.4497, T_N = 123.3 K
Ho: G/G(Gd) = 0.2857, T_N = 78.3 K
Er: G/G(Gd) = 0.1619, T_N = 44.4 K
Tm: G/G(Gd) = 0.0741, T_N = 20.3 K
Gd: k_B T_N = 23.625 meV
G(Gd)/G(Tm) = 13.50
one-electron spin-orbit constant = 250 meV
Tb: gap to J-1 = 250.0 meV, T_N with mixing = 186.1 K (1.83 %)
Dy: gap to J-1 = 375.0 meV, T_N with mixing = 125.0 K (1.35 %)
Ho: gap to J-1 = 500.0 meV, T_N with mixing = 79.0 K (0.91 %)
Er: gap to J-1 = 625.0 meV, T_N with mixing = 44.6 K (0.58 %)
Tm: gap to J-1 = 750.0 meV, T_N with mixing = 20.4 K (0.33 %)
Tm pair, coupling 0.1 meV: level spread = 0.21666 meV
Tm pair: largest error of projection = 1.5e-05 meV
Tb: first-order shift, D = -0.05 meV: 6.38 K
Tb: T_N, D = -0.05 meV, along axis: 189.0 K (3.4 %)
Tb: T_N, D = +0.05 meV, in plane: 185.9 K (1.7 %)
Tm: first-order shift, D = -0.05 meV: 6.38 K
Tm: T_N, D = -0.05 meV, along axis: 25.7 K (26.5 %)
Tm: T_N, D = +0.05 meV, in plane: 22.8 K (12.4 %)
T_N(Gd, D=0)/T_N(Tm, D=-0.05 meV) = 10.67
```
